\section*{Pareto-front membership probabilities for deposition precursors with uncertain predicted properties}

\section{Two candidates}

A precursor for atomic layer deposition should evaporate easily, survive heating, and react readily on the surface. Let three temperatures express these demands: $T_v$, at which its vapour pressure is 1 Torr; $T_d$, at which 1\% of it decomposes in 1 s; and $T_r$, at which 99\% of an adsorbed layer reacts in 1 s. Low $T_v$, high $T_d$ and low $T_r$ are wanted.

Suppose that a model predicts, in K,
\[
\begin{array}{c|ccc}
 & T_v & T_d & T_r\\ \hline
D & 373.0 & 599.0 & 465.7\\
H & 383.3 & 592.1 & 470.0
\end{array}
\]
Candidate $D$ is better in all three respects, so it \emph{dominates} $H$. Should $H$ be discarded?

Let the prediction errors be independent and Gaussian, with standard deviations 8.4, 18.4 and 20.4 K for both candidates. The difference of two such errors has a standard deviation $\sqrt2$ times larger: 11.9, 26.0 and 28.8 K. With $\Phi$ the standard normal distribution function, the probabilities that $D$ is truly better in each respect are
\begin{align*}
\Phi(10.3/11.9)&=0.81,\\
\Phi(6.9/26.0)&=0.60,\\
\Phi(4.3/28.8)&=0.56.
\end{align*}
Domination requires all three, so its probability is the product, 0.27. Against $D$ alone, $H$ is nondominated with probability 0.73. The verdict ``dominated'' was correct for the predicted means, but weak as a statement about the compounds.

\section{Why a third candidate changes the method}

With more rivals it is tempting to multiply the pairwise survival probabilities. Take three candidates judged by one property, with values drawn independently from the same continuous distribution. Each is best with probability $1/3$. Each rival beats a given candidate with probability $1/2$, so the pairwise product is $(1-\tfrac12)^2=1/4$, which is wrong.

The two comparisons share the candidate's own value. Let $u$ be the probability that one rival is better, given that value; it is uniform on $[0,1]$. For fixed $u$ the rivals are independent and both fail with probability $(1-u)^2$. Averaging afterwards gives
\[
\int_0^1(1-u)^2\,du=\tfrac13 .
\]
The remedy is to fix the candidate's own properties, multiply over rivals, and average last.

\section{The general formula}

Write $F_i=(T_v,-T_d,T_r)_i$ for candidate $i$, so that every component is to be minimised. Candidate $j$ dominates $i$ if $F_j\le F_i$ in every component and $F_j<F_i$ in at least one. The Pareto front is the set of candidates that no other dominates.

Assume continuous errors, independent between candidates. Ties then have probability zero. Given $F_i=x$, rival $j$ dominates with probability
\[
H_j(x)=P(F_j\le x),
\]
and these events are independent for different $j$. Hence
\begin{equation}
P_i=\Big\langle\prod_{j\ne i}\big[1-H_j(F_i)\big]\Big\rangle_{F_i}.
\label{eq:P}
\end{equation}
If the three errors within a candidate are also independent,
\begin{equation}
H_j=G_j^v(T_v)\,[1-G_j^d(T_d)]\,G_j^r(T_r),
\label{eq:H}
\end{equation}
where $G_j$ is the distribution function of the temperature named by its superscript, evaluated at the temperatures of candidate $i$. The middle factor is reversed because a higher $T_d$ is better.

Two bounds follow. Let $p_{ji}=\langle H_j(F_i)\rangle$ be the probability that $j$ dominates $i$. Being nondominated implies not being dominated by any particular $j$, so $P_i\le\min_j(1-p_{ji})$.

For a lower bound, note that each factor $1-H_j(x)$ decreases, or stays constant, as any component of $x$ grows. Let $f$ and $g$ be two such functions of one variable, and let $x,x'$ be independent copies. Both differences below have the same sign or vanish, so
\[
0\le\langle[f(x)-f(x')][g(x)-g(x')]\rangle
=2\langle fg\rangle-2\langle f\rangle\langle g\rangle .
\]
For three independent components, average over one at a time; the partial averages are again decreasing. Products of nonnegative decreasing functions are decreasing too, so the argument extends to all rivals:
\begin{equation}
\prod_{j\ne i}(1-p_{ji})\le P_i\le\min_{j\ne i}(1-p_{ji}).
\label{eq:bounds}
\end{equation}

The lower bound can fail when the errors within candidate $i$ are correlated. Let $F_i=(z,-z)$ with $z$ standard normal, and let two rivals sit at the fixed points $(0.5,-10)$ and $(-10,0.5)$. Apart from negligible tails, the first dominates when $z\ge0.5$ and the second when $z\le-0.5$. These events exclude each other, so the true survival probability is $P(|z|<0.5)=0.38$, below the pairwise product $\Phi(0.5)^2=0.48$.

\section{From energies to temperatures}

The predicted quantities are usually energies and entropies. For vaporisation with constant $\Delta H$ and $\Delta S$, and standard pressure $p^\circ=1$ bar $=750.06$ Torr,
\[
\ln\frac{p}{p^\circ}=-\frac{\Delta H}{RT_v}+\frac{\Delta S}{R}
\;\Rightarrow\;
T_v=\frac{\Delta H}{\Delta S+R\ln(p^\circ/p)} .
\]
For first-order decomposition with rate constant $k=Ae^{-E_d/RT}$, the condition $1-e^{-kt}=0.01$ means $kt=-\ln0.99$. For the surface reaction, $e^{-kt}=0.01$ means $kt=\ln100$. Taking logarithms,
\[
T_d=\frac{E_d}{R\ln[At/(-\ln0.99)]},\qquad
T_r=\frac{E_r}{R\ln[At/\ln100]} .
\]
All three have the form $T=X/Y$, an energy divided by an entropy-like term. With $A=10^{13}\,\mathrm{s^{-1}}$ and $t=1$ s, candidate $D$ has $Y=193.04$, 287.13 and 236.18 J/(mol K). Its energies of 72, 172 and 110 kJ/mol give the 373.0, 599.0 and 465.7 K used above.

Let $X$ and $Y$ be jointly Gaussian with means $\mu_X,\mu_Y$, standard deviations $\sigma_X,\sigma_Y$ and covariance $c$. If $Y>0$, then $X/Y<t$ is the same event as $X-tY<0$. This combination is Gaussian with mean $\mu_X-t\mu_Y$ and variance $\sigma_X^2+t^2\sigma_Y^2-2tc$, so
\begin{equation}
G(t)=\Phi\!\left(\frac{t\mu_Y-\mu_X}{\sqrt{\sigma_X^2+t^2\sigma_Y^2-2tc}}\right).
\label{eq:G}
\end{equation}
The neglected event $Y\le0$ lies tens of standard deviations away here. No linearisation has been made.

For a quick estimate, $\delta T=(\delta X-T\,\delta Y)/Y$ gives
\[
\sigma_T\simeq\frac{\sqrt{\sigma_X^2+T^2\sigma_Y^2-2Tc}}{\mu_Y}.
\]
For $T_v$ of $D$, take errors of 2 kJ/mol in $\Delta H$ and 4 J/(mol K) in $\Delta S$ with correlation 0.6, so that $c=0.6\times2000\times4=4800$ in J-based units. Then
\[
\sigma_T\simeq\frac{\sqrt{(4.00+2.23-3.58)\times10^6}}{193.04}\ \mathrm K=8.4\ \mathrm K .
\]
The positive correlation helps, because an overestimated enthalpy is partly compensated by an overestimated entropy. For the kinetic temperatures, independent errors of 4 kJ/mol in the barrier and 0.3 in $\log_{10}A$ give 18.4 and 20.4 K.

\section{The algorithm}

\textbf{Point front.} Sort the predicted $F_i$ lexicographically: by the first component, ties by the second, then by the third. Go through the list and retain a candidate unless one already retained dominates it. This suffices because a dominator is smaller in the first component where the two differ, and so comes earlier. If that dominator was itself discarded, a retained candidate dominates it and, by transitivity, the present one too.

\textbf{Membership.} Equation~\eqref{eq:P} is an average over three independent temperatures. Describe each by a normal score $z$ through $G(t)=\Phi(z)$. Squaring the argument of $\Phi$ in \eqref{eq:G} gives
\[
t^2(\mu_Y^2-z^2\sigma_Y^2)-2t(\mu_X\mu_Y-z^2c)+\mu_X^2-z^2\sigma_X^2=0 .
\]
In a quarter of the discriminant the terms without $z$ cancel, leaving $z^2q$ with
\[
q=\mu_Y^2\sigma_X^2+\mu_X^2\sigma_Y^2-2\mu_X\mu_Yc-z^2(\sigma_X^2\sigma_Y^2-c^2).
\]
The root for which $t\mu_Y-\mu_X$ has the sign of $z$ is
\[
t(z)=\frac{\mu_X\mu_Y-z^2c+z\sqrt q}{\mu_Y^2-z^2\sigma_Y^2},\qquad |z|<\mu_Y/\sigma_Y .
\]
Place 53 equally spaced scores between $-6.5$ and $6.5$, with weights $w_a\propto e^{-z_a^2/2}$ that sum to one. Then
\[
P_i\simeq\sum_{a,b,e}w_aw_bw_e\prod_{j\ne i}\big[1-H_j(t_a^v,t_b^d,t_e^r)\big],
\]
where $H_j$ is the product \eqref{eq:H} at those temperatures.

\textbf{Correlated errors.} If a learned model makes correlated errors, draw all properties jointly from its predictive distribution, find the front in each draw, and count. With $M$ independent draws the standard error is $\sqrt{P_i(1-P_i)/M}\le0.5/\sqrt M$, or at most 0.0011 for $M=200\,000$.

\section{Eight candidates}

The following round parameters describe model compounds. Energies are in kJ/mol, $\Delta S$ in J/(mol K) and temperatures in K. Tenths are kept to show the margins, not to claim accuracy.
\[
\begin{array}{c|cccc|ccc}
 &\Delta H&\Delta S&E_d&E_r&T_v&T_d&T_r\\ \hline
A&62&128&150&96&338.7&522.4&406.5\\
B&66&132&158&102&352.9&550.3&431.9\\
C&64&128&154&95&349.6&536.3&402.2\\
D&72&138&172&110&373.0&599.0&465.7\\
E&80&138&157&118&414.4&546.8&499.6\\
F&78&140&173&118&399.9&602.5&499.6\\
G&68&132&156&104&363.6&543.3&440.3\\
H&74&138&170&111&383.3&592.1&470.0
\end{array}
\]
Sorted by $T_v$, the order is $A,C,B,G,D,H,F,E$. The scan retains $A$; then $C$, which has the lowest $T_r$; then $B$, more stable than both. It discards $G$, dominated by $B$. It retains $D$, discards $H$, retains the most stable candidate $F$, and discards $E$, dominated by $D$. The point front is $\{A,B,C,D,F\}$.

With the errors stated above for every candidate, the sum gives:
\[
\begin{array}{c|ccccc}
 &\text{point}&P_i&\text{product}&\text{upper}&P_i\ (1.5\sigma)\\ \hline
A&\text{yes}&0.91&0.90&0.92&0.86\\
B&\text{yes}&0.77&0.74&0.85&0.72\\
C&\text{yes}&0.86&0.86&0.90&0.82\\
D&\text{yes}&0.93&0.93&0.97&0.82\\
E&\text{no}&0.02&0.00&0.14&0.06\\
F&\text{yes}&0.50&0.43&0.61&0.51\\
G&\text{no}&0.46&0.38&0.69&0.49\\
H&\text{no}&0.68&0.66&0.73&0.64
\end{array}
\]
``Product'' and ``upper'' are the bounds in \eqref{eq:bounds}; the last column has all standard deviations multiplied by 1.5.

Candidate $H$, dominated on paper, is likelier to belong to the front than $F$, which is not. $F$ owes its place to a 3.5 K advantage in $T_d$ over $D$, small beside the 26 K uncertainty of that difference, while its predicted $T_v$ and $T_r$ are worse by 27 and 34 K. $D$ dominates it with probability 0.39 and $H$ with probability 0.27.

The expected front size is $\sum_iP_i=5.15$, close to the 5 members of the point front. Yet in 200\,000 draws the whole front coincided with the point front in only 4.5\% of cases. Agreement in size says little about agreement in membership.

\section{Two limits and a shortlist}

As the errors shrink, each comparison becomes certain and, without ties, $P_i$ tends to 1 on the point front and 0 off it.

In the opposite limit the predictions cannot distinguish the $N$ candidates. Each factor of $H_j$ is then uniform on $[0,1]$, and
\[
P=\int_0^1\!\!\int_0^1\!\!\int_0^1(1-uvw)^{N-1}\,du\,dv\,dw .
\]
For any $s$ between 0 and 1, a geometric sum gives
\[
\int_0^1(1-sw)^{n}dw=\frac{1-(1-s)^{n+1}}{(n+1)s}=\frac1{n+1}\sum_{k=0}^{n}(1-s)^k .
\]
Using this for $w$ with $s=uv$, then for $v$ with $s=u$, and finally integrating over $u$,
\[
P=\frac1N\sum_{a=1}^{N}\frac1a\sum_{b=1}^{a}\frac1b .
\]
For $N=8$ this is $4.457/8=0.56$. Complete ignorance therefore corresponds to 0.56 here, not to 0.5 or $1/8$. All eight probabilities move towards this value when the errors are enlarged by a factor of 1.5. The approach need not be steady: with errors three times as large, $P_F$ is 0.47.

For a shortlist, the probability of a union is at most the sum of the probabilities. The chance of omitting at least one front member is thus at most the sum of $P_i$ over the omitted candidates. Dropping $E$ alone risks 0.02. Dropping $E$ and $G$ has the bound $0.020+0.461=0.481$; sampling gives 0.47.

\section{Shared and correlated errors}

Applying the same strictly increasing function to one objective of all candidates preserves every comparison, and hence the front. An energy bias $b$ common to all candidates comes close to this. It shifts each temperature by $b/Y_i$, so a difference changes by
\[
b\left(\frac1{Y_i}-\frac1{Y_j}\right).
\]
For $b=6$ kJ/mol, $T_v$ shifts by 32.8 K for $A$ and 31.1 K for $D$; their difference changes by 1.7 K.

Sampling with three such biases, one per energy and each of standard deviation 6 kJ/mol, changed no $P_i$ by more than about 0.002, comparable with the sampling error. Treating the same extra error as independent between candidates changed one by 0.14. What matters is mainly the error of \emph{differences} between candidates. Within a candidate, a correlation of 0.6 between the errors of $E_d$ and $E_r$ changed $P_i$ by at most 0.06.

\section{What the model leaves out}

The parameters are round model values and represent no particular compound. A barrier error of 4 kJ/mol is optimistic for routine electronic-structure predictions. The source temperature of 414 K for $E$ is high: at that temperature the decomposition law predicts a 34\% loss in 30 days, against at most 0.1\% for the others at their own $T_v$. Real decomposition may also be catalysed by walls, which this law ignores.

Below, each correction shifts the predicted temperatures while the errors of $X$ and $Y$ are kept; any change it makes in how these errors spread the temperatures is left out unless stated otherwise.

Two corrections hardly affect the ranking. If $\Delta H$ and $\Delta S$ refer to 298.15 K and the heat capacity changes by $-80$ J/(mol K) on vaporisation, solving the vapour equation again raises $T_v$ by 1 to 10 K and changes $P_i$ by at most 0.008. If the surface reaction transfers a proton, its tunnelling, estimated by the Wigner factor $1+(hc\tilde\nu/k_BT)^2/24$ with $\tilde\nu=1000\ \mathrm{cm^{-1}}$, lowers $T_r$ by 5 to 6 K and changes $P_i$ by about 0.001. This factor is only the leading term in $x=hc\tilde\nu/k_BT$, which is about 3 to 3.6 here; the full parabolic-barrier factor $(x/2)/\sin(x/2)$ gives 7 to 9 K and about 0.003.

The serious assumption is a fully covered surface. Let $\theta$ be the covered fraction of sites when adsorption and desorption balance. The reaction rate becomes $\theta k$, so $E_r/T=Y+R\ln\theta$ and
\[
T-\frac{E_r}{Y}=\frac{RT}{Y}\ln\frac1\theta .
\]
Take 1 Torr at the surface, a molar mass of 300 g/mol, 3 sites per nm$^2$, unit sticking on free sites and a desorption prefactor of $10^{13}\,\mathrm{s^{-1}}$. At its original $T_r$, $D$ has $\theta=0.97$ for an adsorption energy of 80 kJ/mol, but 0.14 for 60 kJ/mol. These values depend strongly on the prefactor. That of $10^{13}\,\mathrm{s^{-1}}$ corresponds here to an entropy gain of only 89 J/(mol K) on desorption, against 138 for the vaporisation of $D$, and large molecules often have a larger one. With $10^{15}\,\mathrm{s^{-1}}$, $\theta$ of $D$ at 80 kJ/mol falls to 0.23 and the shifts of $T_r$ reach 226 K. Keeping $10^{13}\,\mathrm{s^{-1}}$ from here on and solving for $T$ numerically, the shifts among the eight candidates are at most 3 K for 80 kJ/mol and 7 to 136 K for 60 kJ/mol.

Since $\theta$ falls with temperature, the largest shift belongs to the highest barrier, that of $E$ and $F$. It carries both to $T_r\simeq636$ K, above their $T_d$ of 547 and 603 K, and closes their process windows. Yet the predicted order of $T_r$ is unchanged, and the largest change in any $P_i$ is only about 0.05. Most of this comes from keeping the old spread of $T_r$: with the errors carried through the coverage equation, the change is about 0.01. Front membership is therefore no proof of feasibility; the condition $T_r<T_d$ must be imposed separately.

If $D$ alone binds with 60 kJ/mol and the others with 80, its $T_r$ rises by 79 K and the largest change in any $P_i$ is 0.23, or 0.20 with the errors carried through. In this example, a weakness peculiar to one candidate matters far more to the ranking than the corrections common to all.

Numerical values quoted here were computed with a short program.
